# Resistivity times mean free path for free electrons: verification in Python

```python
# Result under test: for free electrons with isotropic elastic scattering,
#   rho * lam = 3 pi^2 hbar / (e^2 kF^2)   at temperatures far below E_F/k_B.
# rho: bulk resistivity; lam = vF*tau: transport mean free path;
# kF: Fermi wavevector; vF = hbar kF/m: Fermi speed; tau: relaxation time.
import numpy as np
from scipy.constants import hbar, h, e, m_e, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi


def product_formula(kF):
    return 3 * pi**2 * hbar / (e**2 * kF**2)


# --- Density: count plane-wave states in a periodic box of side 1 ---
radius = 60.0                                  # kF in units of 2 pi / side
i = np.arange(-61, 62)
r2 = i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2
counted = 2 * np.count_nonzero(r2 <= radius**2)
density_formula = (2 * pi * radius)**3 / (3 * pi**2)
assert abs(counted / density_formula - 1) < 1e-3   # surface graininess
print(f"Box count, kF = {radius:.0f} x 2pi/side: {counted} electrons")
print(f"Density formula for the same box: {density_formula:.0f} electrons")


# --- Current from electrons accelerated since their last collision ---
def resistivity_from_histories(kF, mass, tau, field):
    """Average f0 over exponentially distributed flight times, then sum
    the current over k space; lengths in k space are in units of kF."""
    t = 0.02                                   # k_B T / E_F, smooths the edge
    mu = 1 - pi**2 * t**2 / 12                 # keeps the density fixed
    kx = np.arange(-260, 261) * 0.005
    node, weight = np.polynomial.legendre.leggauss(400)
    kp = 0.65 * (node + 1)
    wp = 0.65 * weight
    ages, age_weights = np.polynomial.laguerre.laggauss(8)
    f = np.zeros((kx.size, kp.size))
    for age, wa in zip(ages, age_weights):
        start = kx + e * field * age * tau / (hbar * kF)
        energy = start[:, None]**2 + kp[None, :]**2
        f += wa * expit((mu - energy) / t)
    vx = hbar * kF * kx / mass
    integral = 0.005 * np.sum(vx[:, None] * f * (2 * pi * kp * wp)[None, :])
    current = -e * 2 * kF**3 * integral / (2 * pi)**3
    return field / current


field = 1e5
print(f"Field used in the current calculation: {field:.1e} V/m")
cases = [(14e9, 1.0, 10e-15), (14e9, 1.0, 20e-15), (14e9, 1.0, 40e-15),
         (14e9, 1.5, 20e-15), (10e9, 1.0, 20e-15)]
print("Computed from the current, case by case:")
for kF, mass_ratio, tau in cases:
    mass = mass_ratio * m_e
    rho = resistivity_from_histories(kF, mass, tau, field)
    lam = hbar * kF / mass * tau
    assert abs(rho * lam / product_formula(kF) - 1) < 1e-5
    print(f" kF = {kF*1e-9:.0f} nm^-1, m/m_e = {mass_ratio:.1f}, "
          f"tau = {tau*1e15:.0f} fs:")
    print(f"   rho = {rho*1e9:.3f} nOhm m, lam = {lam*1e9:.3f} nm, "
          f"rho*lam = {rho*lam*1e16:.4f} e-16 Ohm m^2")

# --- Forward-peaked scattering: solve the angular collision operator ---
# Rate per length and solid angle is exp(2 cos Theta), arbitrary length unit.
u, wu = np.polynomial.legendre.leggauss(24)
phi = 2 * pi * np.arange(64) / 64
s = np.sqrt(1 - u**2)
cos_angle = (u[:, None, None] * u[None, :, None]
             + s[:, None, None] * s[None, :, None] * np.cos(phi))
gain = 2 * pi * np.exp(2 * cos_angle).mean(axis=2) * wu[None, :]
collision = np.diag(gain.sum(axis=1)) - gain
g = np.linalg.lstsq(collision, u, rcond=1e-10)[0]
sigma_matrix = 2 * pi * np.sum(wu * u * g) / (4 * pi**3)   # e = hbar = kF = 1
rate_total = 2 * pi * quad(lambda c: np.exp(2 * c), -1, 1)[0]
rate_transport = 2 * pi * quad(lambda c: (1 - c) * np.exp(2 * c), -1, 1)[0]
ratio_transport = 3 * pi**2 / (sigma_matrix * rate_transport)**-1 
ratio_total = 1 / (sigma_matrix * rate_total * 3 * pi**2)
mean_cos = 1 - rate_transport / rate_total
assert abs(ratio_transport - 1) < 1e-8
assert abs(ratio_total - (1 - mean_cos)) < 1e-8
assert ratio_total < 0.6                      # total path really fails
print("Scattering law exp(2 cos Theta), from the collision matrix:")
print(f" mean cos Theta = {mean_cos:.4f}")
print(f" transport path / total path = {rate_total/rate_transport:.4f}")
print(f" (rho * total path) / formula = {ratio_total:.4f}")


# --- Thermal correction at fixed density, lam proportional to energy^p ---
def thermal_ratio(p, t):
    """sigma(T)/sigma(0) in units hbar = m = e = kF = 1, so E_F = 1/2."""
    temp = t / 2
    k_low, k_high = np.sqrt(1 - 40 * t), np.sqrt(1 + 40 * t)
    x, w = np.polynomial.legendre.leggauss(400)
    kk = k_low + (k_high - k_low) * (x + 1) / 2
    wk = w * (k_high - k_low) / 2

    def excess(mu):
        f = expit((mu - kk**2 / 2) / temp)
        return k_low**3 / 3 + np.sum(wk * kk**2 * f) - 1 / 3

    mu = brentq(excess, 0.45, 0.55, xtol=1e-15)
    f = expit((mu - kk**2 / 2) / temp)
    minus_slope = f * (1 - f) / temp
    relaxation = kk**(2 * p) / kk
    angular = np.sum(wu * u**2)
    sigma = 2 * 2 * pi / (2 * pi)**3 * angular * np.sum(
        wk * kk**2 * kk**2 * relaxation * minus_slope)
    return sigma * 3 * pi**2


def thermal_coefficient(p):
    return pi**2 / 12 * (p + 1) * (2 * p - 1)


t_test = 0.01
print(f"Thermal coefficient (sigma(T)/sigma(0)-1)/t^2 at t = {t_test}:")
for p in (0.0, 0.5, 2.0):
    numeric = (thermal_ratio(p, t_test) - 1) / t_test**2
    # next Sommerfeld term is of relative order t^2
    assert abs(numeric - thermal_coefficient(p)) < 0.02
    print(f" p = {p:.1f}: quadrature {numeric:.4f}, "
          f"expansion {thermal_coefficient(p):.4f}")

# --- Worked example ---
kF = 14e9
density = kF**3 / (3 * pi**2)
fermi_energy = (hbar * kF)**2 / (2 * m_e)
product = product_formula(kF)
density_form = (3 * pi**2)**(1 / 3) * hbar / (e**2 * density**(2 / 3))
quantum_form = 1.5 * pi * (h / e**2) / kF**2
assert abs(density_form / product - 1) < 1e-12
assert abs(quantum_form / product - 1) < 1e-12
t_room = k_B * 300 / fermi_energy
rho_chosen = 50e-9
print("Worked example, kF = 14 nm^-1, free-electron mass:")
print(f" density n = {density:.4e} m^-3")
print(f" Fermi speed = {hbar*kF/m_e:.4e} m/s")
print(f" Fermi energy = {fermi_energy/e:.3f} eV")
print(f" h/e^2 = {h/e**2:.3f} Ohm")
print(f" rho*lam from formula = {product:.4e} Ohm m^2")
print(f" same product = {product*1e18:.2f} Ohm nm^2")
print(f" chosen resistivity = {rho_chosen*1e9:.0f} nOhm m")
print(f" inferred mean free path = {product/rho_chosen*1e9:.2f} nm")
print(f" k_B T/E_F at 300 K = {t_room:.5f}")
print(f" relative change of sigma at 300 K, p = 2: "
      f"{thermal_coefficient(2.0)*t_room**2:.2e}")
print("success")
```

Running it gives:

```
Box count, kF = 60 x 2pi/side: 1808178 electrons
Density formula for the same box: 1809557 electrons
Field used in the current calculation: 1.0e+05 V/m
Computed from the current, case by case:
 kF = 14 nm^-1, m/m_e = 1.0, tau = 10 fs:
   rho = 38.292 nOhm m, lam = 16.207 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 14 nm^-1, m/m_e = 1.0, tau = 20 fs:
   rho = 19.146 nOhm m, lam = 32.415 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 14 nm^-1, m/m_e = 1.0, tau = 40 fs:
   rho = 9.573 nOhm m, lam = 64.830 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 14 nm^-1, m/m_e = 1.5, tau = 20 fs:
   rho = 28.719 nOhm m, lam = 21.610 nm, rho*lam = 6.2061 e-16 Ohm m^2
 kF = 10 nm^-1, m/m_e = 1.0, tau = 20 fs:
   rho = 52.536 nOhm m, lam = 23.154 nm, rho*lam = 12.1640 e-16 Ohm m^2
Scattering law exp(2 cos Theta), from the collision matrix:
 mean cos Theta = 0.5373
 transport path / total path = 2.1613
 (rho * total path) / formula = 0.4627
Thermal coefficient (sigma(T)/sigma(0)-1)/t^2 at t = 0.01:
 p = 0.0: quadrature -0.8226, expansion -0.8225
 p = 0.5: quadrature 0.0000, expansion 0.0000
 p = 2.0: quadrature 7.4012, expansion 7.4022
Worked example, kF = 14 nm^-1, free-electron mass:
 density n = 9.2675e+28 m^-3
 Fermi speed = 1.6207e+06 m/s
 Fermi energy = 7.468 eV
 h/e^2 = 25812.807 Ohm
 rho*lam from formula = 6.2061e-16 Ohm m^2
 same product = 620.61 Ohm nm^2
 chosen resistivity = 50 nOhm m
 inferred mean free path = 12.41 nm
 k_B T/E_F at 300 K = 0.00346
 relative change of sigma at 300 K, p = 2: 8.87e-05
success
```
